\section*{Capture divide in a one-dimensional gap with unequal attachment lengths}

\section{Result and conventions}

Adatoms land uniformly on a gap $0<x<L$ between two edges, diffuse, and attach at the edges. If the left edge has attachment length $a$ and the right edge $b$, the net adatom current vanishes at
\begin{equation}
x_d=\frac{L(L+2b)}{2(L+a+b)} .
\label{eq:result}
\end{equation}
The left edge captures the fraction $x_d/L$ of the deposited atoms and the right edge captures the rest.

The gap may be a terrace between two steps or the space between two long islands, uniform along the edges. Let $n(x)$ be the adatom density per area, $F$ the number of atoms landing per area and time, and $D$ the diffusion constant. An edge that takes up adatoms at the rate $\kappa n$ per unit length has the attachment length $D/\kappa$. Zero length means perfect capture; infinite length means a reflecting edge. Both lengths are non-negative, and at least one is finite, since otherwise no atom could leave the gap.

The result holds for edges that stand still during an adatom's life, without desorption or nucleation in the gap. The equilibrium adatom density at the edges is first set to zero.

\section{First derivation: balance of the current}

The current in the $+x$ direction is $J=-Dn'$. In the steady state, the net outflow from each short interval equals the deposition on it, so $J'=F$, or
\begin{equation}
Dn''+F=0 .
\label{eq:balance}
\end{equation}
One integration gives a slope that falls linearly with $x$. Writing the integration constant as the position $x_0$ where the slope vanishes, we have
\begin{equation}
n'(x)=\frac{F}{D}(x_0-x).
\label{eq:slope}
\end{equation}
Nothing yet requires $x_0$ to lie inside the gap.

At the left edge, atoms leave in the $-x$ direction, so the capture rate is $-J(0)=Dn'(0)$. At the right edge it is $J(L)=-Dn'(L)$. Setting these equal to $(D/a)\,n(0)$ and $(D/b)\,n(L)$ gives
\begin{equation}
n(0)=a\,n'(0),\qquad n(L)=-b\,n'(L).
\label{eq:edges}
\end{equation}
From \eqref{eq:slope}, $n'(0)=Fx_0/D$, hence $n(0)=aFx_0/D$. Integrating the slope from $0$ to $x$ yields
\begin{equation}
n(x)=\frac{F}{D}\left(ax_0+x_0x-\frac{x^2}{2}\right).
\label{eq:profile}
\end{equation}
The right-hand condition, with $-n'(L)=(F/D)(L-x_0)$, becomes
\begin{align}
ax_0+x_0L-\frac{L^2}{2}&=b(L-x_0),\\
x_0(L+a+b)&=\frac{L^2}{2}+bL .
\label{eq:solve}
\end{align}
Division by $L+a+b$ gives $x_0=x_d$. The remaining width is
\begin{equation}
L-x_d=\frac{2L(L+a+b)-L(L+2b)}{2(L+a+b)}
=\frac{L(L+2a)}{2(L+a+b)} .
\label{eq:right}
\end{equation}
Both widths are non-negative, so the divide lies in the gap or at one of its ends. The second width is the first with $a$ and $b$ exchanged, as reflection of the gap requires. The capture rates per unit edge length are $Dn'(0)=Fx_d$ on the left and $-Dn'(L)=F(L-x_d)$ on the right.

The displacement from the midpoint is
\begin{equation}
x_d-\frac L2=\frac{L(L+2b)-L(L+a+b)}{2(L+a+b)}
=\frac{L(b-a)}{2(L+a+b)} .
\label{eq:shift}
\end{equation}
Equal lengths put the divide at the midpoint, whatever their common value. Slow attachment then raises the density without changing the shares. For unequal lengths the divide moves towards the edge that captures poorly, whose zone shrinks. If $b\to\infty$ at fixed $a$, then $x_d\to L$. If both lengths become large compared with $L$ at a fixed ratio, $x_d\to Lb/(a+b)$: the density is then nearly flat, and the edges share the atoms in proportion to their attachment rates $D/a$ and $D/b$.

\section{Second derivation: the fate of one atom}

Now follow a single atom on rows $x_i=is$, with $i=1,\dots,N$ and $L=(N+1)s$. It hops to each neighbouring row at rate $k$. The last hop, from row 1 into the left edge, has rate $q_ak$; that from row $N$ into the right edge has rate $q_bk$. Take $0<q_a,q_b\le1$ and define
\begin{equation}
a=s\left(\frac1{q_a}-1\right),\qquad
b=s\left(\frac1{q_b}-1\right).
\label{eq:micro}
\end{equation}

Let $p_i$ be the probability that an atom now on row $i$ ends at the left edge. From an inner row the next hop goes either way with equal probability, so $2p_i=p_{i-1}+p_{i+1}$. Successive differences are therefore equal, and $p_i=A-Bx_i$.

From row 1 the next hop enters the left edge with probability $q_a/(1+q_a)$ and otherwise reaches row 2. Thus
\begin{align}
(1+q_a)p_1&=q_a+p_2,\\
q_a(1-p_1)&=p_1-p_2=Bs .
\end{align}
Inserting $p_1=A-Bs$ gives $1-A+Bs=Bs/q_a$, or $A=1-Ba$. An atom entering the right edge contributes nothing to $p$, so on row $N$
\begin{equation}
(1+q_b)p_N=p_{N-1},\qquad q_bp_N=p_{N-1}-p_N=Bs .
\end{equation}
With $p_N=A-B(L-s)$ this gives $A=B(L-s+s/q_b)=B(L+b)$. Equating the two expressions for $A$ gives $B=1/(L+a+b)$, and therefore
\begin{equation}
p(x)=\frac{L+b-x}{L+a+b}.
\label{eq:p}
\end{equation}
The line reaches one at $x=-a$ and zero at $x=L+b$: each attachment length moves an absorbing edge outwards.

Uniform deposition chooses each row with equal probability. The mean of $x_i$ is $s(N+1)/2=L/2$, so the share captured on the left is
\begin{equation}
\frac1N\sum_{i=1}^N p_i=\frac{L/2+b}{L+a+b}
=\frac{L+2b}{2(L+a+b)}=\frac{x_d}{L}.
\label{eq:share}
\end{equation}
This holds for any number of rows, without a continuum limit.

The lengths in \eqref{eq:micro} are those of the first derivation. To see this at the left edge, extend the density to a fictitious value $n_0$ at $x=0$, chosen so that the ordinary hopping current equals the true one: $k(n_1-n_0)=q_akn_1$. Then $n_0=(1-q_a)n_1$, the slope over the first interval is $q_an_1/s$, and their ratio is $s(1-q_a)/q_a=a$. This is $n(0)=an'(0)$ when the profile is smooth on the scale of $s$. The right edge follows by reflection, and $D=s^2k$.

\section{What each derivation assumes}

The first derivation uses a steady density and a continuum profile. It gives the place where the current vanishes and the density everywhere. The second uses neither a steady state nor a small row spacing. It needs independent atoms, uniform landing and fixed hopping rates. Since \eqref{eq:p} does not depend on the landing time, \eqref{eq:share} also gives the expected final shares when the flux is pulsed. In that case there need not be a fixed point of zero current, and $x_d$ is the width equivalent to the left share.

Nucleation defeats both arguments, because an atom may then end at another adatom instead of an edge. Emission from the edges enters the first derivation more directly. Let the equilibrium densities be $n_a$ and $n_b$, so that $n(0)=n_a+an'(0)$ and $n(L)=n_b-bn'(L)$. The slope \eqref{eq:slope} is unchanged, and the right-hand condition reads
\begin{equation}
n_a+\frac FD\left(ax_0+x_0L-\frac{L^2}{2}\right)
=n_b+\frac{bF}{D}(L-x_0).
\end{equation}
Collecting the terms in $x_0$ gives
\begin{equation}
x_0=x_d+\frac{D(n_b-n_a)}{F(L+a+b)} .
\label{eq:eq}
\end{equation}
Equal equilibrium densities leave the divide in place. A higher density on the right moves it to the right, whichever edge exchanges atoms faster: the difference adds a uniform current $D(n_b-n_a)/(L+a+b)$ from right to left. A large enough difference drives $x_0$ out of the gap, and one edge then loses atoms on balance.

\section{The divide does not sort atoms}

The divide separates regions of opposite net current, but individual atoms cross it. Equation \eqref{eq:p} gives even chances at
\begin{equation}
x_{1/2}=\frac{L+b-a}{2},
\label{eq:half}
\end{equation}
which is displaced from the midpoint by $(b-a)/2$. By \eqref{eq:shift}, the divide is displaced by the smaller fraction $L/(L+a+b)$ of this amount. For $L=20$, $a=5$ and $b=15$ nm,
\begin{equation}
x_d=\frac{20\times50}{2\times40}=12.5\ \text{nm},\qquad
x_{1/2}=\frac{20+15-5}{2}=15\ \text{nm}.
\end{equation}
A numerical solution of \eqref{eq:balance} and \eqref{eq:edges} for this gap also puts the divide at 12.5 nm. If $|b-a|>L$, the even-chance point lies outside the gap, while the divide remains inside.

Atoms that land left of the divide but end on the right arrive at the rate
\begin{equation}
F\int_0^{x_d}(1-p)\,dx
=F\int_0^{x_d}\frac{x+a}{L+a+b}\,dx
=F\,\frac{x_d^2/2+ax_d}{L+a+b}.
\label{eq:exchange}
\end{equation}
The left edge captures $Fx_d$ in total, which equals the deposition left of the divide. The loss across the divide must therefore be balanced by an equal gain from the other side.

\section{Capture zone of an island or step}

An edge line between a gap $L_1$ on its left and a gap $L_2$ on its right collects atoms from both. Atoms that land on top of an island are not counted here. If every gap has length $a$ at its left edge and $b$ at its right edge, the width of the capture zone is
\begin{equation}
w=\frac{L_1(L_1+2a)}{2(L_1+a+b)}+\frac{L_2(L_2+2b)}{2(L_2+a+b)} .
\label{eq:zone}
\end{equation}
For $a=b$ this is $(L_1+L_2)/2$, the zone bounded by the two midpoints. For lengths large compared with both gaps it tends to $(aL_1+bL_2)/(a+b)$. Unequal attachment thus ties the growth of an island or step more strongly to one neighbouring gap than to the other.

\section{Example: a stepped silver surface}

Consider a 15 nm terrace in the regime of vicinal Ag(111) at 300 K. The left edge is the ascending step, with $a=0$. The right edge is the descending step, where the last hop has an additional barrier of 0.13 eV. With equal hop prefactors,
\begin{equation}
q_b=e^{-0.13\,\text{eV}/k_BT}=0.00655 .
\end{equation}
For a row spacing of 0.25 nm,
\begin{align}
b&=0.25\left(\frac1{0.00655}-1\right)\approx37.9\ \text{nm},\\
x_d&=\frac{15\,(15+75.9)}{2\,(15+37.9)}\approx12.9\ \text{nm}.
\end{align}
The ascending step captures 86\% of the atoms and the descending step 14\%, from a zone equivalent to 2.1 nm.

The even-chance point is at 26.5 nm, outside the terrace. Even an atom starting at the descending edge reaches the ascending step with probability $37.9/52.9\approx0.72$. The exchange \eqref{eq:exchange}, divided by $F$, is $12.9^2/(2\times52.9)\approx1.6$ nm. About three quarters of the atoms captured by the descending step therefore landed on the far side of the divide.

At fixed terrace width and barrier, the divide lies at 14.1 nm at 250 K and at 10.6 nm at 400 K. In the latter case $b$ is also 10.6 nm. This is a coincidence of the chosen numbers: for $a=0$, setting $x_d=b$ in \eqref{eq:result} gives $2b^2=L^2$, or $b=L/\sqrt2=10.6$ nm. At 300 K, barriers of 0.10 and 0.16 eV give 10.8 and 14.2 nm. A change of 0.03 eV in the barrier thus moves the divide by one to two nanometres. The equal prefactors are an assumption of at least the same weight, since $q_b$ is proportional to the ratio of the step prefactor to the terrace prefactor. At 0.13 eV and 300 K a ratio of 10 gives $b=3.6$ nm and $x_d=8.9$ nm, with 40\% captured by the descending step, and a ratio of 0.1 gives $x_d=14.7$ nm.

\section{Neglected effects and the real surface}

A hop barrier of 0.10 eV and, for the row-to-row rate $k$, a prefactor of $10^{12}\ \text{s}^{-1}$ give $D\approx1.3\times10^9\ \text{nm}^2/\text{s}$. At a flux of 0.01 monolayers per second, the highest adatom coverage is about $6\times10^{-10}$ monolayers. The mean adatom lifetime is $4.5\times10^{-8}$ s, against 100 s per monolayer, so the steady state and fixed edges are good approximations here. The ratio of step speed times $L$ to $D$ is $1.7\times10^{-9}$. Desorption with an energy of 2.2 eV is negligible.

Nucleation is estimated from the rate $\sigma Dn^2$ per area, with capture number $\sigma=3$ and every dimer counted as stable. This gives about 0.004 nuclei on an $L\times L$ patch per monolayer, an estimate good only to a factor of a few at given $D$ because $\sigma$ is assumed. It also varies as $1/D$, so a hop prefactor ten times smaller would raise it to about 0.04. Since $n$ scales as $FL^2/D$ at fixed $a/L$ and $b/L$, the number scales as $FL^6/D$. At fixed $\sigma$, doubling all three lengths would raise it 64-fold, to about 0.3, and the neglect would no longer be safe.

For an adatom formation energy of 0.65 eV, the equilibrium coverage is $1.2\times10^{-11}$ monolayers. If one edge had this density and the other none, \eqref{eq:eq} would move the divide by 0.03 nm.

The assumption of a uniform descending edge can matter as much as the value of the barrier. Suppose that every twentieth edge site has no additional barrier. A hopping calculation on a two-dimensional triangular lattice then gives a left share equivalent to $x_d=10.0$ nm, instead of 12.9 nm. The share of the descending step rises from 14\% to 34\%. The same number of open sites gathered in clusters would leak less, because neighbouring open sites draw on the same adatoms. Averaging the hop factor over the edge gives
\begin{equation}
\bar q=\frac{19\times0.00655+1}{20}=0.056,\qquad
b=4.2\ \text{nm},\qquad x_d=9.1\ \text{nm}.
\end{equation}
This overstates the leak. The true factor is weighted by the local density, $q_{\rm eff}=\sum_jq_jn_j/\sum_jn_j$, with the sums taken along the last row. Its value is below $\bar q$, which means that the density at the open site is below the row average: the open site depletes its surroundings.

The parameters are rough typical values for Ag(111), where adatoms diffuse readily and a descending step presents an additional barrier of the order of 0.1 eV. A 15 nm terrace corresponds to a miscut of about one degree. Real steps have kinks, at which the barrier may differ from that of a straight edge. The open fraction used above is an assumption, not a measured kink density, so the shift of about 3 nm shows the possible size of the effect and is not a prediction for a given surface. The numerical output lists the values for this terrace.

\section*{Computed values}
\begin{verbatim}
ROUND-NUMBER GAP
L, a, b = 20, 5, 15 nm
divide from formula = 12.5000 nm
divide from diffusion solver = 12.5000 nm
even-chance point = 15.00 nm
worst solver deviation, all gaps = 3.0e-11 of L
TERRACE, REGIME OF VICINAL Ag(111)
T = 300 K, L = 15.0 nm, row spacing = 0.25 nm
hop barrier = 0.10 eV, extra step barrier = 0.13 eV
hop prefactor = 1e+12 1/s, flux = 0.01 ML/s
slowing factor q = 0.00655
a = 0.0 nm, b = 37.93 nm
D = 1.306e+09 nm^2/s
divide from formula = 12.875 nm
divide from diffusion solver = 12.875 nm
solver shift on halving the mesh = 1.3e-11 nm
captured left = 85.8 %
captured right = 14.2 %
width of right zone = 2.125 nm
exchange across divide, each way = 1.566 nm
even-chance point = 26.47 nm
chance of left capture from x = L: 0.717
peak adatom coverage = 6.35e-10 ML
OTHER TEMPERATURES AND BARRIERS
250 K: b = 104.13 nm, divide = 14.06 nm
400 K: b = 10.61 nm, divide = 10.61 nm
0.10 eV: b = 11.71 nm, divide = 10.79 nm
0.16 eV: b = 121.60 nm, divide = 14.18 nm
NEGLECTED EFFECTS
capture number used = 3
nuclei per L x L patch per monolayer = 4.1e-03
step speed x L / D = 1.7e-09
mean adatom lifetime = 4.52e-08 s
desorption energy = 2.2 eV, lost share = 5.0e-33
relaxation time = 5.31e-08 s
time per monolayer = 100 s
adatom formation energy = 0.65 eV
equilibrium coverage = 1.2e-11 ML
divide shift if only one edge has it = 0.030 nm
open edge sites: 1 in 20
2D lattice, no open sites: divide = 12.875 nm
2D lattice, with open sites: divide = 9.957 nm
well-mixed edge estimate: b = 4.20 nm, divide = 9.140 nm
\end{verbatim}
